# Hurley's condition for floating Gaussian centres in H2: verification in Python

```python
"""
Result under test: for H2 in restricted Hartree-Fock (RHF), if the energy is
stationary in the positions of floating Gaussian centres, the Pulay term is zero
and the bare electrostatic force on a proton equals minus the total derivative
of the energy with respect to the bond length (Hurley's condition).

Symbols (atomic units inside the program, eV and angstrom in the output):
  R      bond length, protons at z = -R/2 and z = +R/2
  s      Gaussian centres at z = -s and z = +s
  alpha  exponent of the normalized s Gaussians
  E(R,s) RHF energy; positive force means outward force on the right proton
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
FORCE = EV / ANG


def derivative(f, x, h):
    """Five-point central difference."""
    return (8*(f(x+h) - f(x-h)) - (f(x+2*h) - f(x-2*h))) / (12*h)


# ---------- closed formulas for one Gaussian per proton ----------
def charge_potential(p, x):
    """Potential of a unit Gaussian charge of exponent p at distance |x|."""
    d = np.maximum(np.abs(x), 1e-12)
    return erf(np.sqrt(p)*d) / d


def charge_field(p, x):
    """Field of a unit Gaussian charge on its axis; linear limit near x = 0."""
    if abs(x) < 1e-4:
        return 4*p**1.5*x / (3*np.sqrt(np.pi))
    d = abs(x)
    value = erf(np.sqrt(p)*d)/d**2 - 2*np.sqrt(p/np.pi)*np.exp(-p*d*d)/d
    return np.sign(x)*value


def charges(s, alpha):
    S = np.exp(-2*alpha*s*s)
    return np.array([1, 2*S, 1]) / (1+S), np.array([-s, 0.0, s]), S


def energy(R, s, alpha):
    w, c, S = charges(s, alpha)
    kinetic = (1.5*alpha + 0.5*alpha*(3 - 4*alpha*s*s)*S) / (1+S)
    attraction = 2*np.sum(w*charge_potential(2*alpha, R/2 - c))
    pair = charge_potential(alpha, c[:, None] - c[None, :])
    return 2*kinetic - attraction + 0.25*(w @ pair @ w) + 1/R


def electron_pull(R, s, alpha):
    w, c, _ = charges(s, alpha)
    return -sum(wi*charge_field(2*alpha, R/2 - ci) for wi, ci in zip(w, c))


def bare_force(R, s, alpha):
    return 1/R**2 + electron_pull(R, s, alpha)


def centre_gradient(R, s, alpha):
    return derivative(lambda t: energy(R, t, alpha), s, 1e-3)


def best_centre(R, alpha):
    return brentq(lambda t: centre_gradient(R, t, alpha),
                  0.15*R, 0.75*R, xtol=1e-12)


def relaxed_energy(R, energy_function):
    """Minimum over s, found from energies only, without any force."""
    result = minimize_scalar(lambda t: energy_function(R, t), method="bounded",
                             bounds=(0.15*R, 0.75*R), options={"xatol": 1e-9})
    return result.fun, result.x


# ---------- independent quadratures with the orbital itself ----------
def gaussian(alpha, rho2, z, centre):
    return (2*alpha/np.pi)**0.75 * np.exp(-alpha*(rho2 + (z-centre)**2))


def coulomb_force_quadrature(R, s, alpha):
    """Coulomb's law summed over the density, polar coordinates at the proton."""
    x, wx = np.polynomial.legendre.leggauss(140)
    u, wu = np.polynomial.legendre.leggauss(70)
    r, wr = 6*(x+1), 6*wx
    r, u = r[:, None], u[None, :]
    z, rho2 = R/2 + r*u, r*r*(1-u*u)
    S = np.exp(-2*alpha*s*s)
    phi2 = (gaussian(alpha, rho2, z, s) + gaussian(alpha, rho2, z, -s))**2/(2+2*S)
    return 1/R**2 + 2*np.pi*np.sum(wr[:, None]*wu[None, :]*2*phi2*u)


def fock_quadrature(R, s, alpha):
    """Energy and 4<dphi/ds|F-eps|phi> in prolate spheroidal coordinates."""
    a = R/2
    x, wx = np.polynomial.legendre.leggauss(140)
    eta, we = np.polynomial.legendre.leggauss(70)
    half = 0.5*(12/a)
    xi = (1 + half*(x+1))[:, None]
    eta = eta[None, :]
    z, rho2 = a*xi*eta, a*a*(xi**2-1)*(1-eta**2)
    volume = 2*np.pi*a**3*(xi**2-eta**2)*half*wx[:, None]*we[None, :]
    w, c, S = charges(s, alpha)
    norm = 1/np.sqrt(2+2*S)
    phi, lap, dphi = 0, 0, 0
    for sign in (1, -1):
        g = norm*gaussian(alpha, rho2, z, sign*s)
        dist2 = rho2 + (z-sign*s)**2
        phi = phi + g
        lap = lap + (4*alpha**2*dist2 - 6*alpha)*g
        dphi = dphi + sign*2*alpha*(z-sign*s)*g
    nuclear = 1/(a*(xi+eta)) + 1/(a*(xi-eta))
    repulsion = 0.5*sum(wi*charge_potential(2*alpha, np.sqrt(rho2+(z-ci)**2))
                        for wi, ci in zip(w, c))
    h_phi = -0.5*lap - nuclear*phi
    f_phi = h_phi + repulsion*phi
    h_mean, eps = np.sum(volume*phi*h_phi), np.sum(volume*phi*f_phi)
    gradient = 4*np.sum(volume*dphi*(f_phi - eps*phi))
    return h_mean + eps + 1/R, gradient


# ---------- general RHF with library integrals and floating centres ----------
def rhf_state(R, s, exponents):
    """Energy, bare force and SCF commutator, coefficients fully variational."""
    mol = gto.M(atom=[["H", (0, 0, -s)], ["H", (0, 0, s)]], unit="Bohr",
                basis={"H": [[0, [float(a), 1.0]] for a in exponents]}, verbose=0)

    def inverse_distance(z):
        with mol.with_rinv_origin((0.0, 0.0, z)):
            return mol.intor("int1e_rinv")

    overlap, eri = mol.intor("int1e_ovlp"), mol.intor("int2e")
    core = mol.intor("int1e_kin") - inverse_distance(R/2) - inverse_distance(-R/2)
    val, vec = np.linalg.eigh(overlap)
    X = vec / np.sqrt(val)
    P = np.zeros_like(core)
    for _ in range(80):
        fock = core + np.einsum("ijkl,kl->ij", eri, P) \
            - 0.5*np.einsum("ikjl,kl->ij", eri, P)
        orbital = X @ np.linalg.eigh(X.T @ fock @ X)[1][:, 0]
        P = 2*np.outer(orbital, orbital)
    fock = core + np.einsum("ijkl,kl->ij", eri, P) \
        - 0.5*np.einsum("ikjl,kl->ij", eri, P)
    total = 0.5*np.sum(P*(core+fock)) + 1/R
    pull = derivative(lambda z: np.sum(P*inverse_distance(z)), R/2, 2e-3)
    commutator = np.abs(fock @ P @ overlap - overlap @ P @ fock).max()
    return total, 1/R**2 + pull, commutator


def library_force(R, basis):
    mol = gto.M(atom=[["H", (0, 0, -R/2)], ["H", (0, 0, R/2)]],
                unit="Bohr", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    total = mf.kernel()
    grad = mf.nuc_grad_method()
    grad.verbose = 0
    return total, -grad.kernel()[1, 2]


# ---------- main example ----------
alpha_A, R_A = 1.4, 0.90
alpha, R0 = alpha_A*ANG**2, R_A/ANG
s0 = best_centre(R0, alpha)
sc = R0/2

for s in (s0, sc):
    E_quad, pulay_quad = fock_quadrature(R0, s, alpha)
    E_lib, F_lib, comm = rhf_state(R0, s, [alpha])
    assert abs(E_quad - energy(R0, s, alpha)) < 1e-8
    assert abs(E_lib - energy(R0, s, alpha)) < 1e-9
    assert comm < 1e-9
    assert abs(pulay_quad - centre_gradient(R0, s, alpha)) < 1e-7
    assert abs(coulomb_force_quadrature(R0, s, alpha)
               - bare_force(R0, s, alpha)) < 1e-8
    assert abs(F_lib - bare_force(R0, s, alpha)) < 1e-7

# the stationary point is the lowest point of a wide scan
scan = np.linspace(0, 1.5*R0, 601)
scan_E = np.array([energy(R0, t, alpha) for t in scan])
assert abs(scan[scan_E.argmin()] - s0) < 2*(scan[1]-scan[0])
assert scan_E.min() >= energy(R0, s0, alpha) - 1e-12

# slopes along different paths of the centres
def path_force(s_start, rate):
    return -derivative(lambda r: energy(r, s_start + rate*(r-R0), alpha), R0, 5e-3)

for rate in (0.0, 0.5, 1.0):
    assert abs(path_force(s0, rate) - bare_force(R0, s0, alpha)) < 1e-7
assert abs(path_force(sc, 0.5) - path_force(sc, 0.0)) > 1e-3

print("Conversion: 1 hartree = %.6f eV, 1 bohr = %.6f angstrom" % (EV, ANG))
print("Exponent alpha = %.2f angstrom^-2" % alpha_A)
print("Bond length R = %.2f angstrom" % R_A)
w, _, S = charges(s0, alpha)
print("Optimal centre s* = %.5f angstrom" % (s0*ANG))
print("Atom-centred s = R/2 = %.5f angstrom" % (sc*ANG))
print("Inward shift R/2 - s* = %.5f angstrom" % ((sc-s0)*ANG))
print("Overlap S at s* = %.5f (no unit)" % S)
print("Charge weights at s*: outer %.5f, middle %.5f electrons" % (w[0], w[1]))
for name, s in (("atom-centred", sc), ("floating", s0)):
    print("E, %s = %.5f eV" % (name, energy(R0, s, alpha)*EV))
    print("  proton repulsion = %.5f eV/angstrom" % (FORCE/R0**2))
    print("  electronic pull = %.5f eV/angstrom"
          % (electron_pull(R0, s, alpha)*FORCE))
    print("  bare force = %.5f eV/angstrom" % (bare_force(R0, s, alpha)*FORCE))
    print("  dE/ds = %.5f eV/angstrom"
          % (round(centre_gradient(R0, s, alpha)*FORCE, 7) + 0.0))
    print("  -dE/dR, rigidly carried centres = %.5f eV/angstrom"
          % (path_force(s, 0.5)*FORCE))

# ---------- several bond lengths ----------
print("Forces in eV/angstrom; R and s* in angstrom")
print("R | s* | centred bare | centred -dE/dR | floating bare | floating -dE/dR")
for length in (0.70, 0.90, 1.10):
    R = length/ANG
    s = best_centre(R, alpha)
    total_f = -derivative(
        lambda r: relaxed_energy(r, lambda q, t: energy(q, t, alpha))[0], R, 0.01)
    total_c = -derivative(lambda r: energy(r, r/2, alpha), R, 5e-3)
    assert abs(total_f - bare_force(R, s, alpha)) < 1e-6
    _, F_library = library_force(R, {"H": [[0, [float(alpha), 1.0]]]})
    assert abs(F_library - total_c) < 1e-6
    chain = bare_force(R, R/2, alpha) - 0.5*centre_gradient(R, R/2, alpha)
    assert abs(chain - total_c) < 1e-7
    print("%.2f | %.5f | %.5f | %.5f | %.5f | %.5f" % (
        length, s*ANG, bare_force(R, R/2, alpha)*FORCE, total_c*FORCE,
        bare_force(R, s, alpha)*FORCE, total_f*FORCE))

# ---------- response of the centres and effect of a centring error ----------
E_ss = derivative(lambda t: centre_gradient(R0, t, alpha), s0, 5e-3)
E_sR = derivative(lambda r: centre_gradient(r, s0, alpha), R0, 5e-3)
response = derivative(lambda r: best_centre(r, alpha), R0, 5e-3)
assert E_ss > 0 and abs(response + E_sR/E_ss) < 1e-6
print("Centre response ds*/dR = %.5f (no unit)" % response)
print("Curvature E_ss = %.4f eV/angstrom^2" % (E_ss*EV/ANG**2))
excess, mismatch = [], []
for delta_A in (0.005, 0.010):
    s = s0 + delta_A/ANG
    excess.append(energy(R0, s, alpha) - energy(R0, s0, alpha))
    mismatch.append(path_force(s, 0.5) - bare_force(R0, s, alpha))
    print("Centring error %.3f angstrom: energy excess %.6f eV" % (
        delta_A, excess[-1]*EV))
    print("  total minus bare force = %.5f eV/angstrom" % (mismatch[-1]*FORCE))
    assert abs(excess[-1]/(0.5*E_ss*(delta_A/ANG)**2) - 1) < 0.05
    assert abs(mismatch[-1]/(-0.5*E_ss*delta_A/ANG) - 1) < 0.05
assert abs(excess[1]/excess[0] - 4) < 0.2
assert abs(mismatch[1]/mismatch[0] - 2) < 0.1

# ---------- two Gaussians per proton, variable coefficients ----------
exponents_A = (5.0, 1.0)
exponents = [a*ANG**2 for a in exponents_A]
two_energy = lambda r, t: rhf_state(r, t, exponents)[0]
E2, s2 = relaxed_energy(R0, two_energy)
_, bare2, comm2 = rhf_state(R0, s2, exponents)
total2 = -derivative(lambda r: relaxed_energy(r, two_energy)[0], R0, 0.02)
E2c, bare2c, _ = rhf_state(R0, R0/2, exponents)
total2c = -derivative(lambda r: two_energy(r, r/2), R0, 0.01)
assert comm2 < 1e-9
assert 0.16*R0 < s2 < 0.74*R0
assert abs(total2 - bare2) < 5e-6
assert abs(total2c - bare2c) > 1e-3
print("Two-Gaussian exponents = %.1f and %.1f angstrom^-2" % exponents_A)
print("Two-Gaussian s* = %.5f angstrom" % (s2*ANG))
print("Two-Gaussian E: centred %.5f eV, floating %.5f eV" % (E2c*EV, E2*EV))
print("  centred: bare %.4f, -dE/dR %.4f eV/angstrom"
      % (bare2c*FORCE, total2c*FORCE))
print("  floating: bare %.4f, -dE/dR %.4f eV/angstrom"
      % (bare2*FORCE, total2*FORCE))

E_ref, F_ref = library_force(R0, "cc-pvtz")
assert E_ref < E2 < energy(R0, s0, alpha)
print("RHF/cc-pVTZ at same R: E = %.5f eV" % (E_ref*EV))
print("  -dE/dR = %.4f eV/angstrom" % (F_ref*FORCE))
print("success")
```

Output:

```
Conversion: 1 hartree = 27.211386 eV, 1 bohr = 0.529177 angstrom
Exponent alpha = 1.40 angstrom^-2
Bond length R = 0.90 angstrom
Optimal centre s* = 0.44068 angstrom
Atom-centred s = R/2 = 0.45000 angstrom
Inward shift R/2 - s* = 0.00932 angstrom
Overlap S at s* = 0.58057 (no unit)
Charge weights at s*: outer 0.63268, middle 0.73463 electrons
E, atom-centred = -26.47923 eV
  proton repulsion = 17.77734 eV/angstrom
  electronic pull = -20.86813 eV/angstrom
  bare force = -3.09079 eV/angstrom
  dE/ds = 0.90660 eV/angstrom
  -dE/dR, rigidly carried centres = -3.54409 eV/angstrom
E, floating = -26.48342 eV
  proton repulsion = 17.77734 eV/angstrom
  electronic pull = -21.35975 eV/angstrom
  bare force = -3.58241 eV/angstrom
  dE/ds = 0.00000 eV/angstrom
  -dE/dR, rigidly carried centres = -3.58241 eV/angstrom
Forces in eV/angstrom; R and s* in angstrom
R | s* | centred bare | centred -dE/dR | floating bare | floating -dE/dR
0.70 | 0.31736 | 7.58502 | 6.58975 | 6.30913 | 6.30912
0.90 | 0.44068 | -3.09079 | -3.54409 | -3.58241 | -3.58241
1.10 | 0.54240 | -6.10147 | -6.59355 | -6.56290 | -6.56290
Centre response ds*/dR = 0.55141 (no unit)
Curvature E_ss = 94.7748 eV/angstrom^2
Centring error 0.005 angstrom: energy excess 0.001196 eV
  total minus bare force = -0.24027 eV/angstrom
Centring error 0.010 angstrom: energy excess 0.004827 eV
  total minus bare force = -0.48716 eV/angstrom
Two-Gaussian exponents = 5.0 and 1.0 angstrom^-2
Two-Gaussian s* = 0.42142 angstrom
Two-Gaussian E: centred -29.28480 eV, floating -29.35977 eV
  centred: bare -1.6440, -dE/dR -4.2670 eV/angstrom
  floating: bare -4.3694, -dE/dR -4.3694 eV/angstrom
RHF/cc-pVTZ at same R: E = -30.44211 eV
  -dE/dR = -3.9954 eV/angstrom
success
```
